# Why a Langmuir adsorption front only looks sharper at greater depth

Suppose a calculation of the coating of a deep pore is to be extended to a dose that carries the adsorption front four times deeper. Must the grid be refined at the front? On a plot whose axis is scaled to the coated depth, the front of the larger dose looks four times steeper, which suggests a finer grid. Under the conditions below, that would be wasted effort. The front keeps its width in nanometres, so the same spacing serves and the grid need only be longer. The same fact decides how a measured profile is used: the width carries the sticking probability, while the depth mainly carries the exposure.

The notes take the contributions one at a time: transport, uptake, the accumulated dose, and then the effects that the simple model omits.

## 1. Transport alone

Take a long cylindrical pore of diameter $d$, with $x$ measured inward from its mouth. The gas is so dilute that molecules hit the wall far more often than each other. A molecule that does not stick leaves the wall in a random direction following the cosine law, with no memory of its arrival.

Let the direction of departure have components $a$ along the inward normal, $b$ along the circumference and $c$ along the axis, with $a^2+b^2+c^2=1$. After a path length $\ell$, the position in the cross-section, measured from the axis, is $(a\ell-d/2,\;b\ell)$. The molecule meets the wall again when

$$\left(a\ell-\tfrac d2\right)^2+b^2\ell^2=\tfrac{d^2}{4}
\quad\Rightarrow\quad \ell(a^2+b^2)=a d .$$

Since $a^2+b^2=1-c^2$, the axial displacement in one flight is

$$z=c\,\ell=\frac{d\,a\,c}{1-c^2}.$$

The cosine law gives a direction the weight $a/\pi$ per unit solid angle. Write $a=\sqrt{1-c^2}\cos\varphi$, with solid angle element $dc\,d\varphi$ and $-\pi/2<\varphi<\pi/2$. Then $z^2=d^2c^2\cos^2\varphi/(1-c^2)$, and

$$\langle z^2\rangle=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi\int_{-1}^{1}\frac{c^2\,dc}{\sqrt{1-c^2}}
=\frac{d^2}{\pi}\cdot\frac43\cdot\frac{\pi}{2}=\frac{2d^2}{3}.$$

Let $n$ be the gas density and $v$ the mean molecular speed. The wall receives $nv/4$ molecules per area and time. A cylinder has wall area $4/d$ per unit volume, so each molecule hits the wall at the rate $v/d$. Successive displacements are independent and have zero mean, so their mean squares add. The diffusion coefficient is half the mean square displacement per unit time:

$$D=\frac12\,\frac{2d^2}{3}\,\frac vd=\frac{dv}{3}.$$

This is where the 3 in the final length comes from. It belongs to a cylinder; another compact cross-section, such as a square, needs its own average. Between wide parallel walls, as in a long trench or slit, no finite average exists: flights nearly parallel to the walls make $\langle z^2\rangle$ grow logarithmically with the longest flight allowed. The fixed diffusion coefficient used here then fails.

Transport alone supplies no fixed front width. The coefficient $D$ has the dimension of length squared over time, so it gives a length only when combined with a time. That time must come from the wall.

## 2. Uptake alone

Let the wall have $K$ adsorption sites per area, of which a fraction $\theta$ is filled. Langmuir uptake means that an arriving molecule sticks with probability $s(1-\theta)$. Here $s$ is the sticking probability on the bare wall, and adsorption is taken as irreversible. Then

$$K\,\frac{\partial\theta}{\partial t}=\frac{s\,n v}{4}(1-\theta).$$

Molecules are lost from unit volume of gas at $4/d$ times this rate. The gas balance is therefore

$$\frac{\partial n}{\partial t}=D\,\frac{\partial^2 n}{\partial x^2}-\frac{s v}{d}(1-\theta)\,n .$$

The left side is the change in stored gas. A length of pore holds $n\pi d^2/4$ gas molecules per unit length, against $K\pi d$ sites. Their ratio, $nd/(4K)$, is tiny in the example below, so the left side is dropped. Dividing by $D=dv/3$ gives

$$\frac{\partial^2 n}{\partial x^2}=\frac{3s}{d^2}(1-\theta)\,n=\frac{1-\theta}{\lambda^2}\,n,
\qquad \lambda=\frac{d}{\sqrt{3s}} .$$

On a bare wall the gas density decays as $e^{-x/\lambda}$. The speed $v$ has cancelled, because a faster molecule both travels and tries to stick more often. The length also follows from counting flights. A molecule on a bare wall makes on average $1/s$ flights before capture, with total mean square displacement $\langle z^2\rangle/s=2\lambda^2$.

Diffusion is a fair description if capture takes many flights, which requires $s\ll1$ and hence $\lambda\gg d$. For $s$ near 1 the formula would give a length below one diameter, where a diffusion equation has no justification.

## 3. Transport and uptake together: one shape

The two balances are coupled and nonlinear, but they can be integrated over time. Define the accumulated exposure at a point, in units that make the uptake law simple:

$$u(x,t)=\frac{s v}{4K}\int_0^t n(x,t')\,dt' .$$

The wall balance becomes $\partial\theta/\partial t=(1-\theta)\,\partial u/\partial t$. With a bare wall at the start, integration gives $-\ln(1-\theta)=u$, or

$$\theta=1-e^{-u}.$$

The gas balance without storage says that diffusion supplies what the wall takes up: $D\,\partial^2n/\partial x^2=(4K/d)\,\partial\theta/\partial t$. Integrate from 0 to $t$ and use $\int_0^t n\,dt'=4Ku/(sv)$:

$$D\,\frac{4K}{sv}\,u''=\frac{4K}{d}\,\theta
\quad\Rightarrow\quad \frac{Dd}{sv}\,u''=\theta
\quad\Rightarrow\quad \lambda^2u''=1-e^{-u},$$

where primes denote derivatives in $x$, and $Dd/(sv)=d^2/(3s)=\lambda^2$. Time has disappeared from the equation. It remains in the condition at the mouth,

$$u(0,t)=U=\frac{s\,\Gamma t}{K},$$

where $\Gamma$ is the constant impingement flux at the mouth. If the mouth pressure varies, $\Gamma t$ is replaced by the time integral of the flux, and nothing else changes.

Multiply the equation by $2u'$. The left side becomes $(\lambda^2u'^2)'$ and the right side is the derivative of $2(u+e^{-u})$. Far ahead of the front $u$ and $u'$ vanish, which fixes the constant of integration at $-2$:

$$\lambda^2u'^2=F(u),\qquad F(u)=2\,(u-1+e^{-u}).$$

Exposure falls inward, so $u'=-\sqrt{F(u)}/\lambda$. The position of a given exposure level is

$$x(u)=\lambda\int_u^U\frac{d\tilde u}{\sqrt{F(\tilde u)}} .$$

The distance between two levels $u_1<u_2$ is $\lambda\int_{u_1}^{u_2}du/\sqrt F$, in which $U$ does not occur. A larger dose therefore slides a fixed curve deeper and uncovers more of its saturated part at the mouth. Within this model, with the pore bottom far away, the translation is exact.

The 90 % level has $u=\ln10$ and the 10 % level has $u=-\ln0.9$. Numerical integration gives the width

$$w=\lambda\int_{-\ln0.9}^{\ln10}\frac{du}{\sqrt{F(u)}}=3.447\,\lambda .$$

So $d/\sqrt{3s}$ sets the scale of the reaction zone, but it is not the 10–90 % width. It is the decay length of the leading edge: for small $u$, $e^{-u}\approx1-u+u^2/2$ gives $F\approx u^2$, hence $u'=-u/\lambda$ and $\theta\propto e^{-x/\lambda}$. The steepest slope, the maximum of $e^{-u}\sqrt{F(u)}/\lambda$, is $0.3185/\lambda$ and lies at a coverage of 0.58.

## 4. The dose alone: depth

The total uptake is measured by the integrated coverage depth $X=\int_0^\infty\theta\,dx$, the depth to which the same molecules would fill the wall completely. Since $\theta=\lambda^2u''$,

$$X=\lambda^2\left[u'(\infty)-u'(0)\right]=\lambda\sqrt{F(U)} .$$

There are two limits. For $U\ll1$, $F(U)\approx U^2$ and $X\approx\lambda U$. The coverage is then a weak exponential, $\theta\approx Ue^{-x/\lambda}$, and there is no front yet. For $U\gg1$, $F(U)\approx2U$ and

$$X\approx\lambda\sqrt{2U}=\sqrt{\frac{d^2}{3s}\cdot\frac{2s\Gamma t}{K}}=d\,\sqrt{\frac{2\Gamma t}{3K}} .$$

The sticking probability has cancelled. A deep front is limited by how fast gas diffuses through the saturated part of the pore, and nearly every molecule that gets through is eventually taken up. Depth therefore grows as the square root of time, whereas $w\propto s^{-1/2}$ does not grow.

The half-coverage depth $x_{1/2}$ follows from $x(u)$ at $u=\ln2$. At large $u$ the exponential in $F$ is negligible and $\int du/\sqrt{2(u-1)}=\sqrt{2(u-1)}$. The lower part of the integral contributes a constant, found numerically:

$$x_{1/2}\approx\lambda\left[\sqrt{2(U-1)}-0.161\right].$$

The apparent sharpening is now explained. The ratio $w/x_{1/2}$ falls as roughly $3.447/\sqrt{2U}$ because its denominator grows.

## 5. Why slow, starved fronts are not wider

A deep front receives little gas. To find how little, differentiate $x(u)$ in time at fixed $x$. The left side is constant, so the contributions of the two limits must cancel:

$$\frac{1}{\sqrt{F(U)}}\frac{dU}{dt}=\frac{1}{\sqrt{F(u)}}\frac{\partial u}{\partial t}
\quad\Rightarrow\quad \frac{n(x,t)}{n_0}=\sqrt{\frac{F(u)}{F(U)}} ,$$

because $\partial u/\partial t$ is proportional to the local density and $dU/dt$ to the mouth density $n_0$. At fixed $u$, the same expression gives the front speed $\lambda(dU/dt)/\sqrt{F(U)}$. Density at the front and front speed fall by the same factor.

The width is unaffected because diffusion and uptake are both proportional to $n$. Replace $n$ by $qn$ and $t$ by $t/q$, with $q$ any positive constant. Each side of the wall balance acquires a factor $q$, and so does each side of the gas balance without storage. Starving the front thus slows the process without altering its spatial pattern.

Langmuir's factor $(1-\theta)$ is not essential. If sticking instead went as $s(1-\theta)^2$, then $\partial\theta/\partial t=(1-\theta)^2\,\partial u/\partial t$ would give $1/(1-\theta)=1+u$, or $\theta=u/(1+u)$. The time-integrated gas balance would be $\lambda^2u''=u/(1+u)$, again without the dose. The shape would differ, but it would still be merely translated.

## 6. The contributions in numbers

Take $d=100$ nm, a pore length of 40 µm, $s=0.005$ and $K=4$ sites per nm². The gas has molecular mass 72 u, at 500 K and 0.1 Torr. With $n_0=p/k_BT$ and $v=\sqrt{8k_BT/\pi m}$, the mouth flux is

$$\Gamma=\frac{n_0v}{4}=\frac{p}{\sqrt{2\pi mk_BT}}=1.851\times10^5\ \text{nm}^{-2}\,\text{s}^{-1}.$$

The length and width are

$$\lambda=\frac{100\ \text{nm}}{\sqrt{0.015}}=816.5\ \text{nm},\qquad w=3.447\times816.5\ \text{nm}=2815\ \text{nm}.$$

The dose grows at $s\Gamma/K=0.005\times1.851\times10^5/4=231.4$ per second. A 0.1 s pulse gives $U=23.14$, so $\sqrt{F(U)}=\sqrt{2\times22.14}=6.654$. Hence $X=0.8165\times6.654=5.43$ µm and $x_{1/2}=0.8165\times(6.654-0.161)=5.30$ µm. Three pulses at otherwise fixed settings compare as follows.

| Pulse (s) | $x_{1/2}$ (µm) | $w/x_{1/2}$ | Speed (µm/s) | $n/n_0$ at $\theta=1/2$ |
|---|---|---|---|---|
| 0.1 | 5.30 | 0.531 | 28.4 | 0.093 |
| 0.4 | 10.92 | 0.258 | 14.0 | 0.046 |
| 1.6 | 22.06 | 0.128 | 6.95 | 0.023 |

Sixteen times the exposure gives about four times the depth, and the relative width falls about fourfold. On an axis scaled by $x_{1/2}$ the steepest slope rises from 2.07 to 8.60, while on an axis in micrometres it stays at $0.3185/0.8165=0.39$ per µm. The width divided by the current speed, an estimate of the local filling time, rises from 0.10 to 0.40 s. What the deep front loses is speed.

As a test of the time integration, the original gas and wall balances were marched in time without using $u$, with gas storage and a closed bottom included. The three widths came out as $3.4475\lambda$, $3.4473\lambda$ and $3.4476\lambda$. When the profiles were aligned at half coverage, the coverages of the two longer pulses differed from those of the shortest by at most $1.1\times10^{-4}$. The grid spacing was about $0.05\lambda$, or 41 nm, for all three depths, which answers the opening question.

## 7. Desorption: the contribution that breaks the rule

Let adsorbed molecules leave at a rate $k$ each. The wall balance becomes

$$K\frac{\partial\theta}{\partial t}=\frac{snv}{4}(1-\theta)-Kk\,\theta ,$$

and the desorbed molecules return to the gas. The new term is not proportional to $n$. Under the change $n\to qn$, $t\to t/q$, the equations keep their form only if $k$ is replaced by $qk$. A front with a fraction $q$ of the gas therefore behaves like a well-fed front with desorption rate $k/q$. Desorption matters more as the front goes deeper.

For $k=6.94$ s⁻¹ and the same three pulses, the marched widths are $4.35\lambda$, $6.18\lambda$ and $10.80\lambda$. The adsorption rate per empty site at half coverage, estimated with the gas densities of the irreversible case, is $231.4\times0.093\approx22$ s⁻¹ for the first pulse and $231.4\times0.023\approx5$ s⁻¹ for the last. The last estimate lies below $k$, which cannot hold at half coverage in an advancing front, where adsorption must still exceed desorption. The molecules returned by the wall raise the gas density above its irreversible value. What the estimate does show is that desorption grows from a fraction of the adsorption rate to a rate comparable with it, and the front broadens accordingly.

The limit of fast exchange shows where this leads. If the wall is in local equilibrium with the gas, setting the right side to zero gives $\theta=n/(n+n_k)$ with $n_k=4Kk/(sv)$. The gas balance without storage is then

$$D\,\frac{\partial^2n}{\partial x^2}=\frac{4K}{d}\,\frac{d\theta}{dn}\,\frac{\partial n}{\partial t}.$$

With constant mouth density and an initially empty, very long pore, no fixed length is left. Replacing $x$ by $\alpha x$ and $t$ by $\alpha^2t$ changes nothing, so $n$ depends on $x/\sqrt t$. Width and depth then grow together, and the front does not even appear to sharpen. A constant width is thus a property of effectively irreversible uptake, not of every process with a Langmuir isotherm.

## 8. The smaller contributions

**Ballistic flights.** Diffusion replaces the actual distribution $P(z)$ of flight lengths by its mean square. This can be avoided. The accumulated impingement at $x$ comes from the mouth directly and from molecules re-emitted elsewhere. In the units of $u$, a wall element at $x'$ has received $u(x')$ and kept $s\theta(x')$, so

$$u(x)=U\,g(x)+\int_0^\infty P(x-x')\,[\,u(x')-s\,\theta(x')\,]\,dx',\qquad g(x)=\int_x^\infty P(z)\,dz .$$

The form of $g$ follows from the case of no sticking, where $u=U$ everywhere. Solving this equation gives widths of 2861, 2881 and 2893 nm. They exceed the diffusion value by 1.6 to 2.8 % and drift upward by about 1 % while the depth grows fourfold. With real flights the width is therefore nearly, not exactly, constant over these doses. Part of the excess is numerical. Averaging over cells of length $h=0.2d$ at both ends of a flight adds $2h^2/12=0.0067d^2$ to $\langle z^2\rangle$, which is 1 % of it and about 0.5 % in $\lambda$. The cause of the slow drift was not isolated.

The same equation tests the separate roles of $s$ and exposure. With $d$ and $\Gamma t/K$ fixed at the middle pulse, raising $s$ fourfold changes the width by a factor 0.513, against the predicted 0.5, and the integrated depth by 1.004, against 1 at leading order.

**Gas storage and collisions.** The ratio $n_0d/(4K)$ is $1.2\times10^{-5}$. For a collision diameter of 0.6 nm the mean free path is 324 µm, some 3200 pore diameters. Neither matters here.

**The pore bottom.** After the longest pulse the half-coverage point is 17.9 µm from the bottom, or $22\lambda$. In the diffusion model the leading edge has decayed by a factor of order $e^{-22}$ there. Rare long flights, whose distribution falls only as $z^{-4}$, leave a much larger coverage than that, but still a negligible one. Once the front comes within a few $\lambda$ of the bottom, the condition $u\to0$ fails and the shape changes.

**Film growth.** At 0.1 nm per cycle, 100 cycles reduce the diameter by $2\times100\times0.1=20$ nm, or 20 %. In a uniformly narrowed pore, $\lambda$ and the large-dose depth are both proportional to $d$ at fixed $s$ and exposure, so both fall by 20 %. A pore coated only down to the front is tapered, and the uniform solution then holds only approximately.

## 9. Beside a real process

The parameters are rough values for trimethylaluminium pulses in the alumina process, applied to anodic-alumina pores. The least certain is $s$. If it were 0.001 instead of 0.005, $w$ would grow by $\sqrt5$ to about 6.3 µm, while the half-coverage depth of the longest pulse would hardly move, from 22.06 to 21.8 µm. The 0.1 s pulse would then have only $U=4.6$, and its depth would fall from 5.30 to 4.6 µm. Real pores also narrow during deposition. The 20 % found above applies to a single pulse in the narrowed pore, whereas a measured film is the sum of all cycles, whose fronts retreat towards the mouth as the pore narrows. For the longest pulse the retreat over 100 cycles is about 4 µm, more than the front width itself, so the film profile is markedly broader than a single front and its width depends on the dose. The width can be read as $w$ only if the retreat is small beside it, which calls for few cycles, a wide pore or a shallow front. A dense array of pores can also deplete the gas at its mouths; this changes the accumulated exposure, and so the depth, but not the width in this model.

To extract $s$ from a width, invert $w=3.447\,d/\sqrt{3s}$:

$$s=\frac{(3.447)^2d^2}{3w^2}.$$

The square doubles relative errors. If the ballistic width of 2881 nm were read with this diffusion formula, $s$ would come out about 4.5 % too low, and a 20 % error in the diameter would matter far more. The formula presumes a uniform cylinder, free-molecular flow, small $s$, irreversible Langmuir uptake, a saturated mouth and a distant bottom. For a film grown from two reactants it also presumes that the second one, water in the alumina process, saturates beyond the front; otherwise the profile records the sticking probability and exposure of that reactant. Profiles at two doses give a partial test: if the width in micrometres grows markedly with depth, at least one condition has failed; desorption and pore narrowing over many cycles are two candidates. A constant width does not confirm them all, because another compact cross-section or another irreversible uptake law that is first order in the gas density, such as the one in Section 5, also gives a width independent of dose in the diffusion model, but with a different numerical factor. A wide slit is outside this rule, since it has no fixed diffusion coefficient. The computed values are collected in the numerical output.

## Calculated quantities

```
Pore diameter: 100 nm; length: 40 um
Temperature: 500 K; pressure: 0.1 Torr
Sticking s: 0.005; molecular mass: 72 u
Site density: 4.0 per nm2
Mouth impingement flux: 1.851e+05 per nm2 per s
Mean square flight / d^2: 0.666667
lam = d/sqrt(3s): 816.5 nm; lam/d: 8.165
10-90 % width / lam: 3.4474
10-90 % width: 2815 nm
Steepest slope * lam: 0.3185 at coverage 0.583
Half-depth offset c in sqrt(2(U-1))+c: -0.1608 lam
Dose rate dU/dt: 231.42 per s
Pulse times: 0.1, 0.4, 1.6 s
Doses U: 23.14, 92.57, 370.28 
Depth of half coverage: 5.30, 10.92, 22.06 um
Integrated coverage depth: 5.43, 11.05, 22.19 um
Large-dose estimate d*sqrt(2*flux*t/(3K)): 5.55, 11.11, 22.22 um
Width / half-coverage depth: 0.531, 0.258, 0.128 
Steepest slope * half-coverage depth: 2.07, 4.26, 8.60 
Front speed: 28.39, 13.96, 6.95 um/s
Local filling time, width/speed: 0.099, 0.202, 0.405 s
Gas density at half coverage / mouth: 0.0934, 0.0459, 0.0229 
Marched width / lam: 3.4475, 3.4473, 3.4476 
Marched half depth / lam: 6.488, 13.365, 27.008 
Marched steepest slope * lam: 0.3184, 0.3184, 0.3184 
Marched leading-edge decay length / lam: 1.0004
Largest coverage mismatch of aligned profiles: 1.1e-04
Desorption rate in contrast run: 6.94 per s
Width / lam with desorption: 4.35, 6.18, 10.80 
Ballistic width: 2861, 2881, 2893 nm
Ballistic width / diffusion width: 1.016, 1.023, 1.028 
Ballistic integrated coverage depth: 5.32, 10.95, 22.13 um
Ballistic, s times 4, middle pulse: width ratio 0.513
Ballistic, s times 4, middle pulse: depth ratio 1.004
Gas storage / wall capacity: 1.2e-05
Collision diameter: 0.6 nm
Mean free path: 324 um; over d: 3237
Growth per cycle: 0.1 nm; cycles: 100
Diameter (and lam) reduction after these cycles: 20 %
```
